# Surface cooling after a short heat pulse on an insulated solid: test program

```python
"""
Result under test: an insulated half-space that absorbs energy Q per area at
its surface at t = 0 has the surface temperature rise
    rise(t) = Q / (rho c sqrt(pi D t)),   D = k / (rho c).
rho: density, c: specific heat, k: conductivity, D: diffusivity.
The independent road is a finite-volume heat-flow calculation that knows only
energy balance and Fourier's law. Internal units: cm, s, J, g, K.
The example has rough parameters typical of flash annealing of silicon.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import quad, solve_ivp

density = 2.33            # g/cm3
specific_heat = 0.88      # J/(g K), at the base temperature
conductivity = 0.33       # W/(cm K), at the base temperature
base_temp = 900.0         # K
absorbed = 12.0           # J/cm2
pulse_length = 1.0e-3     # s
thickness = 775e-4        # cm
optical_depth = 10e-4     # cm, rough 1/e absorption depth
heat_slope = 1.0e-4       # 1/K, rough relative growth of specific heat
melting_temp = 1690.0     # K, rough
vol_heat = density * specific_heat
diffusivity = conductivity / vol_heat
sigma = Stefan_Boltzmann * 1e-4   # W/(cm2 K4)


def surface_law(t, q=absorbed, heat=vol_heat, k=conductivity):
    return q / (heat * np.sqrt(np.pi * (k / heat) * t))


def make_grid(depth, growth=1.02, first=1e-5):
    n = int(np.log(1 + depth * (growth - 1) / first) / np.log(growth))
    widths = first * growth ** np.arange(n)
    return widths * depth / widths.sum()


def heat_flow(widths, times, q=absorbed, heat=vol_heat, k=conductivity,
              pulse=0.0, start=None, k_power=0.0, c_slope=0.0, emissivity=0.0):
    """Return (first-cell rise at pulse end, rises[cell, time]).

    With pulse = 0 the energy starts in the first cell, or as in 'start'.
    Otherwise a square pulse is centred on t = 0.
    Conductivity varies as (base_temp/T)**k_power.
    """
    def rate(t, u, inflow):
        temp = base_temp + u
        k_cell = k * (base_temp / temp) ** k_power
        half_resistance = widths / (2 * k_cell)
        flux = np.zeros(len(u) + 1)
        flux[1:-1] = (u[:-1] - u[1:]) / (half_resistance[:-1]
                                         + half_resistance[1:])
        flux[0] = inflow - emissivity * sigma * (temp[0]**4 - base_temp**4)
        return (flux[:-1] - flux[1:]) / (widths * heat * (1 + c_slope * u))

    options = dict(method="LSODA", lband=1, uband=1, rtol=1e-7, atol=1e-5)
    state = np.zeros(len(widths)) if start is None else start.copy()
    begin = 0.0
    if pulse > 0:
        begin = pulse / 2
        heated = solve_ivp(rate, (-begin, begin), state,
                           args=(q / pulse,), **options)
        assert heated.success
        state = heated.y[:, -1]
    elif start is None:
        state[0] = q / (heat * widths[0])
    cooled = solve_ivp(rate, (begin, times[-1]), state, t_eval=times,
                       args=(0.0,), **options)
    assert cooled.success
    return state[0], cooled.y


# ---- surface law, against the finite-volume calculation
deep = make_grid(1.0)
centres = np.cumsum(deep) - deep / 2
times = np.array([1.0, 2.0, 4.95, 5.0, 5.05, 10.0, 20.0]) * 1e-3
_, instant = heat_flow(deep, times)
law_error = np.max(np.abs(instant[0] / surface_law(times) - 1))
assert law_error < 1e-3            # grid error only
other = dict(q=3.0, heat=3.1, k=1.3)
_, second = heat_flow(deep, times, **other)
assert np.allclose(second[0], surface_law(times, **other), rtol=1e-3)

# ---- depth profile, decay of the cosine transform, cooling rate at 5 ms
t5 = 5e-3
profile = instant[:, 3]
gaussian = surface_law(t5) * np.exp(-centres**2 / (4 * diffusivity * t5))
assert np.max(np.abs(profile - gaussian)) < 1e-3 * surface_law(t5)
for wave in (10.0, 30.0, 50.0):
    transform = np.sum(profile * np.cos(wave * centres) * deep)
    expected = absorbed / vol_heat * np.exp(-diffusivity * wave**2 * t5)
    assert abs(transform - expected) < 1e-3 * absorbed / vol_heat
cooling_grid = (instant[0, 2] - instant[0, 4]) / (times[4] - times[2])
cooling_law = surface_law(t5) / (2 * t5)
assert abs(cooling_grid / cooling_law - 1) < 5e-3

# ---- Gaussian cosine integral, by quadrature
for a, x in ((0.7, 0.0), (0.7, 1.3), (2.0, 3.0)):
    number = quad(lambda s: np.exp(-a * s * s) * np.cos(s * x), 0, 12)[0]
    assert abs(number - 0.5*np.sqrt(np.pi/a)*np.exp(-x*x/(4*a))) < 1e-9

# ---- energy spread over a layer: leading correction <x^2>/(4 D t)
edges = np.cumsum(deep)
cells = np.searchsorted(edges, 50e-4)
layer_depth = edges[cells - 1]
layer = np.zeros(len(deep))
layer[:cells] = absorbed / (vol_heat * layer_depth)
_, spread = heat_flow(deep, times, start=layer)
loss_grid = 1 - spread[0, 0] / instant[0, 0]
loss_law = layer_depth**2 / 3 / (4 * diffusivity * times[0])
assert abs(loss_grid / loss_law - 1) < 0.05    # next order is about 1 percent

# ---- square pulse: peak, later rise, leading late correction
peak_grid, pulsed = heat_flow(deep, times, pulse=pulse_length)
peak_law = 2 * surface_law(pulse_length)
assert abs(peak_grid / peak_law - 1) < 2e-3    # cell centre lies below surface
half = pulse_length / 2
root_law = (2 * absorbed / (vol_heat * pulse_length
            * np.sqrt(np.pi * diffusivity))
            * (np.sqrt(times + half) - np.sqrt(times - half)))
assert np.allclose(pulsed[0], root_law, rtol=1e-3)
pulse_gain = pulsed[0, 1] / instant[0, 1] - 1
assert abs(pulse_gain - pulse_length**2 / (32 * times[1]**2)) < 5e-4

# ---- finite thickness: image sum
wafer = make_grid(thickness)
_, finite = heat_flow(wafer, times)


def image_factor(t):
    n = np.arange(1, 30)
    return 1 + 2 * np.sum(np.exp(-n**2 * thickness**2 / (diffusivity * t)))


images = np.array([image_factor(t) for t in times])
assert np.allclose(finite[0], surface_law(times) * images, rtol=1e-3)

# ---- neglected effects, each alone, in percent of the rise at 5 ms
_, k_run = heat_flow(deep, times, pulse=pulse_length, k_power=1.0)
_, c_run = heat_flow(deep, times, pulse=pulse_length, c_slope=heat_slope)
_, r_run = heat_flow(deep, times, pulse=pulse_length, emissivity=1.0)
k_change = 100 * (k_run[0] / pulsed[0] - 1)
effects = {
    "finite pulse length": 100 * (root_law[3] / surface_law(t5) - 1),
    "optical absorption depth":
        -100 * optical_depth**2 / (2 * diffusivity * t5),
    "finite wafer thickness": 100 * (images[3] - 1),
    "black-body radiation, front": 100 * (r_run[0, 3] / pulsed[0, 3] - 1),
    "conductivity as 1/T": k_change[3],
    "specific heat growing with T": 100 * (c_run[0, 3] / pulsed[0, 3] - 1),
}
assert max(effects, key=lambda name: abs(effects[name])) \
    == "conductivity as 1/T"
assert abs(k_change[6]) < abs(k_change[3])     # fades as the surface cools

# ---- finite pulse and wafer, radiation and varying properties together
everything = dict(pulse=pulse_length, k_power=1.0, c_slope=heat_slope,
                  emissivity=1.0)
full_peak, full = heat_flow(wafer, times, **everything)
coarse_peak, coarse = heat_flow(make_grid(thickness, growth=1.04), times,
                                **everything)
assert abs(full_peak - coarse_peak) < 2.0      # grid convergence, K
assert np.max(np.abs(full[0] - coarse[0])) < 2.0
assert base_temp + full_peak < melting_temp

# ---- one-percent time window from pulse length and thickness
early_limit = pulse_length / np.sqrt(32 * 0.01)
late_limit = thickness**2 / (diffusivity * np.log(200.0))
assert abs(image_factor(late_limit) - 1.01) < 1e-4

print("INPUTS (rough, silicon flash-anneal regime)")
print(f"density: {density:.2f} g/cm3")
print(f"specific heat: {specific_heat:.2f} J/(g K)")
print(f"conductivity: {conductivity:.2f} W/(cm K)")
print(f"base temperature: {base_temp:.0f} K")
print(f"absorbed energy Q: {absorbed:.1f} J/cm2")
print(f"pulse length: {pulse_length*1e3:.1f} ms")
print(f"wafer thickness: {thickness*1e4:.0f} um")
print(f"optical absorption depth: {optical_depth*1e4:.0f} um")
print(f"specific-heat slope: {heat_slope:.1e} 1/K")
print(f"melting point: {melting_temp:.0f} K")
print("DERIVED")
print(f"rho c: {vol_heat:.3f} J/(cm3 K)")
print(f"diffusivity D: {diffusivity:.4f} cm2/s")
print("SURFACE RISE, time from middle of pulse")
for i in (1, 3, 5):
    t = times[i]
    print(f"t = {t*1e3:.0f} ms: heated depth sqrt(pi D t) "
          f"{np.sqrt(np.pi*diffusivity*t)*1e4:.0f} um")
    print(f"  simple law: {surface_law(t):.1f} K")
    print(f"  grid, same assumptions: {instant[0, i]:.1f} K")
    print(f"  grid, combined effects: {full[0, i]:.1f} K")
    print(f"  simple law relative to combined: "
          f"{100*(surface_law(t)/full[0, i]-1):+.1f} %")
print(f"largest grid-law mismatch, 1 to 20 ms: {100*law_error:.3f} %")
print(f"surface temperature at 5 ms, law: {base_temp+surface_law(t5):.0f} K")
print(f"cooling rate at 5 ms, law: {cooling_law*1e-3:.2f} K/ms")
print(f"cooling rate at 5 ms, grid: {cooling_grid*1e-3:.2f} K/ms")
print("PEAK AT END OF PULSE")
print(f"rise, constant properties: {peak_law:.0f} K")
print(f"rise, combined effects: {full_peak:.0f} K")
print(f"temperature, combined effects: {base_temp+full_peak:.0f} K")
print("ONE-PERCENT WINDOW (pulse and thickness only)")
print(f"from {early_limit*1e3:.2f} ms to {late_limit*1e3:.2f} ms")
print("NEGLECTED EFFECTS, change of rise at 5 ms")
for name, value in effects.items():
    print(f"{name}: {value:+.3f} %")
print(f"conductivity effect at 20 ms, deep solid: {k_change[6]:+.2f} %")
print(f"final uniform rise of insulated wafer: "
      f"{absorbed/(vol_heat*thickness):.1f} K")
print("no test failed")
```

Output:

```
INPUTS (rough, silicon flash-anneal regime)
density: 2.33 g/cm3
specific heat: 0.88 J/(g K)
conductivity: 0.33 W/(cm K)
base temperature: 900 K
absorbed energy Q: 12.0 J/cm2
pulse length: 1.0 ms
wafer thickness: 775 um
optical absorption depth: 10 um
specific-heat slope: 1.0e-04 1/K
melting point: 1690 K
DERIVED
rho c: 2.050 J/(cm3 K)
diffusivity D: 0.1609 cm2/s
SURFACE RISE, time from middle of pulse
t = 2 ms: heated depth sqrt(pi D t) 318 um
  simple law: 184.0 K
  grid, same assumptions: 184.0 K
  grid, combined effects: 200.4 K
  simple law relative to combined: -8.2 %
t = 5 ms: heated depth sqrt(pi D t) 503 um
  simple law: 116.4 K
  grid, same assumptions: 116.4 K
  grid, combined effects: 122.7 K
  simple law relative to combined: -5.2 %
t = 10 ms: heated depth sqrt(pi D t) 711 um
  simple law: 82.3 K
  grid, same assumptions: 82.3 K
  grid, combined effects: 88.5 K
  simple law relative to combined: -7.0 %
largest grid-law mismatch, 1 to 20 ms: 0.002 %
surface temperature at 5 ms, law: 1016 K
cooling rate at 5 ms, law: 11.64 K/ms
cooling rate at 5 ms, grid: 11.64 K/ms
PEAK AT END OF PULSE
rise, constant properties: 521 K
rise, combined effects: 605 K
temperature, combined effects: 1505 K
ONE-PERCENT WINDOW (pulse and thickness only)
from 1.77 ms to 7.04 ms
NEGLECTED EFFECTS, change of rise at 5 ms
finite pulse length: +0.126 %
optical absorption depth: -0.062 %
finite wafer thickness: +0.115 %
black-body radiation, front: -0.363 %
conductivity as 1/T: +5.779 %
specific heat growing with T: -0.070 %
conductivity effect at 20 ms, deep solid: +3.05 %
final uniform rise of insulated wafer: 75.5 K
no test failed
```
